# Balancing the diffraction orders of an attenuated phase-shift mask: a program that tests the result

```python
# Result under test: for equal lines and spaces with clear amplitude 1 and
# background amplitude -t, the zero order equals one first order only at
# T = t^2 = ((pi-2)/(pi+2))^2, about 4.9 percent. This also maximizes the
# contrast of the image formed by orders 0 and +1.
# Symbols: pitch = period at wafer scale, a_n = diffraction amplitudes,
# NA = numerical aperture, tilt = sine of the illumination angle.
# Model: thin mask, coherent light, electric field parallel to the lines.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

photon_energy = 6.4      # eV
pitch = 1600.0           # angstrom
NA = 0.8
defocus = 1000.0         # angstrom

# Wavelength from 2 pi c / omega in atomic units, then in angstrom
hartree_ev = const.value("Hartree energy in eV")
bohr_angstrom = const.value("Bohr radius") * 1e10
omega = photon_energy / hartree_ev
wavelength = 2 * np.pi / const.alpha / omega * bohr_angstrom
wavelength_si = const.h * const.c / (photon_energy * const.e) * 1e10
assert abs(wavelength / wavelength_si - 1) < 1e-7

nodes, weights = np.polynomial.legendre.leggauss(40)


def mask_field(x, t):
    return np.where(np.abs(x) < pitch / 4, 1.0, -t)


def order_amplitude(n, t):
    """Fourier coefficient by quadrature between the mask edges."""
    edges = np.array([-0.5, -0.25, 0.25, 0.5]) * pitch
    total = 0.0
    for left, right in zip(edges[:-1], edges[1:]):
        x = (left + right) / 2 + (right - left) / 2 * nodes
        values = mask_field(x, t) * np.exp(-2j * np.pi * n * x / pitch)
        total += (right - left) / 2 * np.sum(weights * values)
    return total / pitch


def captured_orders(tilt):
    return [n for n in range(-4, 5)
            if abs(-tilt + n * wavelength / pitch) <= NA]


def image(x, t, tilt, z=0.0):
    """Intensity from all orders that pass the pupil."""
    k = 2 * np.pi / wavelength
    field = 0.0
    for n in captured_orders(tilt):
        sine = -tilt + n * wavelength / pitch
        phase = k * (sine * x + np.sqrt(1 - sine**2) * z)
        field = field + order_amplitude(n, t) * np.exp(1j * phase)
    return np.abs(field)**2


sym_tilt = wavelength / (2 * pitch)
other_tilt = 0.5
assert captured_orders(sym_tilt) == [0, 1]
assert captured_orders(other_tilt) == [0, 1]
x_grid = np.linspace(-pitch / 2, pitch / 2, 401)


def contrast(t):
    intensity = image(x_grid, t, sym_tilt)
    high, low = intensity.max(), intensity.min()
    return (high - low) / (high + low)


def edge_slope(t):
    """Line width times |d ln I / dx| at the nominal edge."""
    step = 0.1
    above = np.log(image(pitch / 4 + step, t, sym_tilt))
    below = np.log(image(pitch / 4 - step, t, sym_tilt))
    return pitch / 2 * abs(above - below) / (2 * step)


# Closed amplitudes against quadrature
for t in (0.0, 0.1, 0.35, 0.8):
    assert abs(order_amplitude(0, t) - (1 - t) / 2) < 1e-12
    for n in (-1, 1):
        assert abs(order_amplitude(n, t) - (1 + t) / np.pi) < 1e-12

# Balance found numerically from the quadrature amplitudes
def balance(t, factor):
    return abs(order_amplitude(0, t)) - factor * abs(order_amplitude(1, t))


t_root = brentq(balance, 0, 0.9, args=(1.0,), xtol=1e-14)
t_formula = (np.pi - 2) / (np.pi + 2)
assert abs(t_root - t_formula) < 1e-11
common = abs(order_amplitude(0, t_root))
assert abs(common - 2 / (np.pi + 2)) < 1e-11

# The amplitude ratio rises steadily, so the root is unique
t_scan = np.linspace(0, 0.999, 500)
zero_scan = np.array([abs(order_amplitude(0, t)) for t in t_scan])
first_scan = np.array([abs(order_amplitude(1, t)) for t in t_scan])
assert np.all(np.diff(first_scan / zero_scan) > 0)

# Other readings of "equal": total first-order power, summed amplitudes
t_power = brentq(balance, 0, 0.9, args=(np.sqrt(2),), xtol=1e-14)
root8 = 2 * np.sqrt(2)
assert abs(t_power - (np.pi - root8) / (np.pi + root8)) < 1e-11
assert np.all(2 * first_scan > zero_scan)

# Independent search for greatest contrast; the maximum is flat, so the
# position is limited to about the square root of rounding error
search = minimize_scalar(lambda t: -contrast(t), bounds=(0, 0.9),
                         method="bounded", options={"xatol": 1e-9})
assert abs(search.x - t_formula) < 1e-5

# Balanced image shape
balanced = image(x_grid, t_root, sym_tilt)
shape = 4 * common**2 * np.cos(np.pi * x_grid / pitch)**2
assert np.max(np.abs(balanced - shape)) < 1e-11

# Defocus: no change at symmetric tilt, a real change at another tilt
def defocus_change(tilt):
    sharp = image(x_grid, t_root, tilt)
    moved = image(x_grid, t_root, tilt, defocus)
    return np.max(np.abs(moved - sharp)) / sharp.max()


change_sym = defocus_change(sym_tilt)
change_other = defocus_change(other_tilt)
assert change_sym < 1e-11
assert change_other > 0.05

print(f"photon energy = {photon_energy:.1f} eV")
print(f"wavelength = {wavelength:.1f} angstrom")
print(f"pitch = {pitch:.0f} angstrom")
print(f"line width = {pitch / 2:.0f} angstrom")
print(f"numerical aperture = {NA:.2f} (dimensionless)")
print(f"symmetric tilt, sin theta = {sym_tilt:.4f} (dimensionless)")
print(f"sine of order -1 = {-sym_tilt - wavelength / pitch:.4f}")
print(f"sine of order +2 = {-sym_tilt + 2 * wavelength / pitch:.4f}")
print(f"balanced background amplitude t = {t_root:.5f}")
print(f"balanced background transmission T = {100 * t_root**2:.3f} percent")
print(f"common order amplitude = {common:.5f} (clear field = 1)")
print(f"balanced peak intensity = {balanced.max():.4f} (clear field = 1)")
print(f"T of greatest contrast, search = {100 * search.x**2:.3f} percent")
print(f"T for equal total first-order power = {100 * t_power**2:.3f} percent")

for name, T in (("opaque", 0.0), ("balanced", t_root**2),
                ("6 percent", 0.06), ("10 percent", 0.10)):
    t = np.sqrt(T)
    a0, a1 = abs(order_amplitude(0, t)), abs(order_amplitude(1, t))
    ratio = a1 / a0
    V, slope = contrast(t), edge_slope(t)
    assert abs(V - 2 * ratio / (1 + ratio**2)) < 1e-11
    assert abs(slope - np.pi * V) < 1e-5
    low = image(pitch / 2, t, sym_tilt)
    print(f"{name}: a0 = {a0:.4f}, a1 = {a1:.4f}, a1/a0 = {ratio:.4f}")
    print(f"{name}: contrast = {V:.5f}, edge slope x width = {slope:.4f}")
    print(f"{name}: minimum intensity = {low:.5f} (clear field = 1)")

print(f"defocus = {defocus:.0f} angstrom")
print(f"unsymmetric tilt, sin theta = {other_tilt:.2f} (dimensionless)")
print(f"largest image change / peak, symmetric tilt = {change_sym:.1e}")
print(f"largest image change / peak, other tilt = {change_other:.3f}")
print("success")
```

Running it gives:

```
photon energy = 6.4 eV
wavelength = 1937.3 angstrom
pitch = 1600 angstrom
line width = 800 angstrom
numerical aperture = 0.80 (dimensionless)
symmetric tilt, sin theta = 0.6054 (dimensionless)
sine of order -1 = -1.8162
sine of order +2 = 1.8162
balanced background amplitude t = 0.22203
balanced background transmission T = 4.930 percent
common order amplitude = 0.38898 (clear field = 1)
balanced peak intensity = 0.6052 (clear field = 1)
T of greatest contrast, search = 4.930 percent
T for equal total first-order power = 0.275 percent
opaque: a0 = 0.5000, a1 = 0.3183, a1/a0 = 0.6366
opaque: contrast = 0.90604, edge slope x width = 2.8464
opaque: minimum intensity = 0.03301 (clear field = 1)
balanced: a0 = 0.3890, a1 = 0.3890, a1/a0 = 1.0000
balanced: contrast = 1.00000, edge slope x width = 3.1416
balanced: minimum intensity = 0.00000 (clear field = 1)
6 percent: a0 = 0.3775, a1 = 0.3963, a1/a0 = 1.0497
6 percent: contrast = 0.99883, edge slope x width = 3.1379
6 percent: minimum intensity = 0.00035 (clear field = 1)
10 percent: a0 = 0.3419, a1 = 0.4190, a1/a0 = 1.2255
10 percent: contrast = 0.97968, edge slope x width = 3.0778
10 percent: minimum intensity = 0.00594 (clear field = 1)
defocus = 1000 angstrom
unsymmetric tilt, sin theta = 0.50 (dimensionless)
largest image change / peak, symmetric tilt = 5.5e-16
largest image change / peak, other tilt = 0.261
success
```
